# Oxygen diffusivity in silicon from the relaxation of stress-induced dichroism

## The physical situation

An oxygen atom dissolved in silicon sits between two neighbouring silicon atoms, close to the centre of their bond. Below about 400 °C it moves so slowly that a concentration profile broadens by no more than a few nanometres in a month, too little for an ordinary profile measurement. Its hops can still be detected through their combined effect on many atoms. Uniaxial stress at a raised temperature makes some bond directions more favourable than others, and the oxygen atoms redistribute among them. Cooling under stress freezes in this alignment, and the crystal then absorbs infrared light differently for two polarisations. This difference is the stress-induced dichroism. When the crystal is reheated without stress, hopping restores equal populations and the dichroism decays.

The decay measures changes of bond direction, whereas diffusion concerns displacement. They can be related because an oxygen atom at a bond centre changes its direction by moving to another bond.

Let \(a\) be the cubic lattice constant and \(w\) the hop rate from one bond centre to one particular adjacent centre. Two centres are adjacent if their bonds share a silicon atom. The model assumes that:

- oxygen is dilute and untrapped;
- all hops go to adjacent centres, with equal rates when stress is absent;
- successive hops are independent.

The real oxygen atom lies slightly off the bond axis. The third assumption requires it to turn around that axis many times between hops, so that it keeps no memory of its arrival. The bounded off-axis displacement then adds nothing to long-range diffusion.

## Geometry of the hops

Place a silicon atom at the origin. Its four bonds point along

\[
\mathbf s_1=(1,1,1),\quad \mathbf s_2=(1,-1,-1),\quad
\mathbf s_3=(-1,1,-1),\quad \mathbf s_4=(-1,-1,1). \tag{1}
\]

These vectors satisfy

\[
\mathbf s_i\cdot\mathbf s_i=3,\qquad \mathbf s_i\cdot\mathbf s_j=-1\ (i\ne j),\qquad
\sum_i\mathbf s_i=0,\qquad \sum_i\mathbf s_i\mathbf s_i^{T}=4I, \tag{2}
\]

where \(I\) is the unit matrix. The neighbouring atoms lie at \(a\mathbf s_i/4\), so the bond centres lie at \(a\mathbf s_i/8\).

Consider oxygen on bond \(i\). Through the atom at the origin it can reach bond \(j\), with displacement

\[
\mathbf d_{ij}=\frac a8(\mathbf s_j-\mathbf s_i). \tag{3}
\]

The other end of bond \(i\) is at \(a\mathbf s_i/4\). Bonds leave that atom in the directions \(-\mathbf s_j\), so their centres are at \(a\mathbf s_i/4-a\mathbf s_j/8\). Subtracting the starting point \(a\mathbf s_i/8\) gives \(a(\mathbf s_i-\mathbf s_j)/8=-\mathbf d_{ij}\). Each of the three other orientations is therefore reached by two hops, with opposite displacements. There are six hops in all, and none preserves the orientation. From (2),

\[
d^2=\frac{a^2}{64}\left(3+3+2\right)=\frac{a^2}{8}. \tag{4}
\]

## Diffusivity

After \(m\) hops the displacement is \(\mathbf r=\sum_{p=1}^{m}\mathbf d_p\), and

\[
\langle r^2\rangle_m=\sum_{p=1}^{m}\langle d_p^2\rangle
+2\sum_{p<q}\langle\mathbf d_p\cdot\mathbf d_q\rangle. \tag{5}
\]

Fix the history up to the site from which hop \(q\) starts. The six possible values of \(\mathbf d_q\) are equally likely and cancel in pairs, so their mean is zero. Each cross term in (5) therefore vanishes, although the available hop vectors differ from one orientation to another. Since every hop has the same length, \(\langle r^2\rangle_m=md^2\).

The total escape rate is \(6w\) at every site, so the mean number of hops in time \(t\) is \(6wt\). Hence

\[
\langle r^2\rangle=6wd^2t. \tag{6}
\]

In three dimensions \(\langle r^2\rangle=6Dt\) defines the diffusivity \(D\) of an isotropic medium. Comparison with (6) and use of (4) give

\[
D=wd^2=\frac{wa^2}{8}. \tag{7}
\]

Isotropy is shown below.

## Relaxation of the orientations

Let \(n_i\) be the number of oxygen atoms on bonds of orientation \(i\), with \(N=\sum_i n_i\). Atoms leave orientation \(i\) at rate \(6w\). From each other orientation they enter it by two hops, each of rate \(w\). Without stress,

\[
\frac{dn_i}{dt}=-6wn_i+2w\sum_{j\ne i}n_j. \tag{8}
\]

The sum equals \(N-n_i\), so

\[
\frac{dn_i}{dt}=-8wn_i+2wN=-8w\left(n_i-\frac N4\right). \tag{9}
\]

Since \(N\) is constant, the solution is

\[
n_i(t)-\frac N4=\left[n_i(0)-\frac N4\right]e^{-8wt}. \tag{10}
\]

Every pattern of unequal populations decays at the same rate. Equation (8) is linear, so this holds for large alignments as well as small ones. The rate is \(8w\), although the escape rate is \(6w\), because the total is fixed. An excess \(\delta\) on one orientation raises its outflow by \(6w\delta\) above the equilibrium value, and the matching deficit on the others lowers the inflow by \(2w\delta\).

## From populations to dichroism

Let \(\mathbf u_i=\mathbf s_i/\sqrt3\) be the unit vector along bond \(i\), and take a vibration whose transition dipole lies along the bond. For a unit polarisation vector \(\mathbf e\), the absorption coefficient is

\[
\alpha(\mathbf e)=K\sum_i n_i(\mathbf e\cdot\mathbf u_i)^2, \tag{11}
\]

where \(K\) contains the strength of the transition. For equal populations, (2) gives \(\sum_i(\mathbf e\cdot\mathbf u_i)^2=4/3\), whatever the direction of \(\mathbf e\). The absorption is then isotropic.

Let \(\alpha_\parallel\) and \(\alpha_\perp\) be the absorption for polarisation along the former stress axis and along a chosen perpendicular direction. The equal part \(N/4\) of the populations cancels from their difference. What remains is linear in the departures (10), so

\[
\alpha_\parallel(t)-\alpha_\perp(t)
=\left[\alpha_\parallel(0)-\alpha_\perp(0)\right]e^{-t/\tau},
\qquad \frac1\tau=8w. \tag{12}
\]

Here \(\tau\) is the 1/e time of the absorption difference.

For stress along [111], bond 1 is distinct and the other three are equivalent. Write \(n_1=N/4+\delta\) and \(n_2=n_3=n_4=N/4-\delta/3\). For polarisation along [111], \((\mathbf e\cdot\mathbf u_i)^2\) is 1 for bond 1 and \(1/9\) for the others. For polarisation along \([1\bar10]\), it is 0, \(2/3\), \(2/3\), 0. Therefore

\[
\begin{aligned}
\alpha_\parallel&=K\left[\frac N4+\delta+\frac39\left(\frac N4-\frac\delta3\right)\right]
=K\left(\frac N3+\frac{8\delta}9\right),\\
\alpha_\perp&=K\,\frac43\left(\frac N4-\frac\delta3\right)
=K\left(\frac N3-\frac{4\delta}9\right).
\end{aligned} \tag{13}
\]

The difference is \(4K\delta/3\), which decays as (12) states.

Stress along [110] favours or disfavours bonds 1 and 4 relative to 2 and 3. The pattern differs, but (10) gives the same \(\tau\). Stress along [001] makes the same angle with all four bonds, leaves their energies equal and produces no dichroism. The experiment therefore needs a suitable stress axis, while the relaxation time does not depend on which suitable axis is used.

## The relation and its meaning

Equation (12) gives \(w=1/(8\tau)\). Substitution in (7) yields

\[
\boxed{D=\frac{a^2}{8}\,\frac1{8\tau}=\frac{a^2}{64\tau}.} \tag{14}
\]

One factor of 8 comes from the squared hop length and the other from the orientation kinetics. Neither the hop attempt frequency nor the barrier height is needed, since both enter through \(w\), which has been eliminated.

The definition of the time matters. The mean residence time on one bond is \(\tau_{\rm res}=1/(6w)=4\tau/3\), so

\[
D=\frac{a^2}{48\tau_{\rm res}}. \tag{15}
\]

Inserting \(\tau\) into (15) would overestimate \(D\) by one third. If the half-life \(t_{1/2}\) of the absorption difference is reported, then \(\tau=t_{1/2}/\ln2\) and \(D=a^2\ln2/(64t_{1/2})\).

The mean number of hops in time \(\tau\) is \(6w\tau=3/4\). The experiment thus probes motion over about one hop distance, averaged over many atoms, and (14) infers long-range transport from it. This inference relies on the independence of successive hops.

## Both rates from one matrix

The two rates can also be found together, which shows that \(D\) is isotropic. Let the concentration on orientation \(i\) vary as \(c_i e^{i\mathbf k\cdot\mathbf r}\), with wavevector \(\mathbf k\). The two opposite hops between orientations \(i\) and \(j\) contribute \(w(e^{i\mathbf k\cdot\mathbf d_{ij}}+e^{-i\mathbf k\cdot\mathbf d_{ij}})\). The amplitudes obey \(\dot{\mathbf c}=M\mathbf c\), with

\[
M_{ii}=-6w,\qquad M_{ij}=2w\cos(\mathbf k\cdot\mathbf d_{ij})\quad(i\ne j). \tag{16}
\]

At \(\mathbf k=0\), the uniform vector \((1,1,1,1)/2\) has eigenvalue \(-6w+3(2w)=0\), which expresses conservation of oxygen. Any vector whose components sum to zero has eigenvalue \(-6w-2w=-8w\). There are three independent vectors of this kind, and they are the dichroic modes.

For small \(k\), the change in \(M\) is of order \(k^2\). The eigenvalue starting from zero is therefore found to order \(k^2\) by averaging \(M\) in the uniform vector; mixing with the other modes enters at order \(k^4\). Expanding the cosine,

\[
\lambda=\frac14\sum_{ij}M_{ij}
\simeq-\frac w4\sum_{i\ne j}(\mathbf k\cdot\mathbf d_{ij})^2. \tag{17}
\]

From (2),

\[
\sum_{ij}(\mathbf s_j-\mathbf s_i)(\mathbf s_j-\mathbf s_i)^T
=8\sum_i\mathbf s_i\mathbf s_i^T
-2\Big(\sum_i\mathbf s_i\Big)\Big(\sum_j\mathbf s_j\Big)^T=32I. \tag{18}
\]

Using (3) in (17) then gives

\[
\lambda\simeq-\frac w4\,\frac{a^2}{64}\,32k^2=-\frac{wa^2}{8}k^2. \tag{19}
\]

The diffusion equation requires \(\lambda=-Dk^2\), so (7) is recovered for every direction of \(\mathbf k\). Numerical diagonalisation, using a bond network built from silicon positions, gives \(a^2/(D\tau)=64.000\). A random walk of 200,000 atoms followed for one time \(\tau\) gives 63.93, which agrees within its sampling error.

## Hops that run straight through

Suppose that a fraction \(f\) of hop events does not end at the adjacent centre but continues by the same displacement to a second one. The total displacement is \(2\mathbf d_{ij}=a(\mathbf s_j-\mathbf s_i)/4\), a vector of type \((a/2)(0,1,1)\). This is a translation of the lattice, so the final bond is parallel to the first.

Keep the total event rate at \(6w\). The opposite displacements still cancel in pairs, and (7) becomes

\[
D=\frac{6w}{6}\left[(1-f)d^2+f(2d)^2\right]=\frac{wa^2}{8}(1+3f). \tag{20}
\]

The straight-through events leave the orientation unchanged, so \(1/\tau=8w(1-f)\). Eliminating \(w\),

\[
D=\frac{a^2}{64\tau}\,\frac{1+3f}{1-f}. \tag{21}
\]

For \(f=0\) this is (14). As \(f\to1\), \(D\) stays finite while \(\tau\) grows without limit. At \(f=1\) an atom never changes its bond direction. Its diffusion is then anisotropic, and (20) gives only the average over directions. For an illustrative \(f=0.05\), the factor is \(1.15/0.95=1.211\): a small share of such events makes (14) underestimate \(D\) noticeably.

## Relaxation with the stress left on

Equation (12) describes recovery without stress. Suppose instead that alignment is watched while it builds up under [111] compression, which raises the energy of bond 1 by \(\Delta\) relative to the others. Let the saddle energies and the other site energies stay fixed. Each hop out of bond 1 then has rate \(we^x\), where \(x=\Delta/kT\), \(k\) here is Boltzmann's constant and \(T\) is the temperature. Thus

\[
\frac{dn_1}{dt}=-6we^xn_1+2w(N-n_1)
=-w(6e^x+2)n_1+2wN. \tag{22}
\]

The relaxation rate is \(w(6e^x+2)\), and the stationary population is

\[
\frac{n_1}{N}=\frac{2}{6e^x+2}=\frac1{1+3e^x}, \tag{23}
\]

as the Boltzmann distribution requires. The rate tends to \(8w\) as \(x\to0\). A stress that also shifts the saddle energies for hops into and out of bond 1 would give a different correction.

## A worked example

Take \(a=0.543\) nm, \(\tau=1.0\times10^4\) s at 650 K and a migration energy \(E=2.50\) eV. These are rough typical values for oxygen in silicon. From (12),

\[
w=\frac1{8(1.0\times10^4\ {\rm s})}=1.25\times10^{-5}\ {\rm s^{-1}}. \tag{24}
\]

With \(a=5.43\times10^{-8}\) cm, (14) gives

\[
D(650\ {\rm K})=\frac{(5.43\times10^{-8}\ {\rm cm})^2}{64(1.0\times10^4\ {\rm s})}
=4.6\times10^{-21}\ {\rm cm^2/s}, \tag{25}
\]

or \(4.6\times10^{-25}\) m²/s. The hop distance is 0.192 nm, and the rms displacement in time \(\tau\) is \(\sqrt{6D\tau}=0.166\) nm. It is smaller than one hop because the mean number of hops is only \(3/4\), so that \(\langle r^2\rangle=3d^2/4\). A share \(e^{-3/4}=0.47\) of the atoms has made no hop at all. An rms displacement of \(L=1\) μm along one axis would take \(L^2/(2D)=1.1\times10^{12}\) s at this temperature, which is why a profile measurement is impractical here.

For a process at 1273 K, assume that \(D\) follows an Arrhenius law with constant \(E\):

\[
D(1273\ {\rm K})=D(650\ {\rm K})
\exp\left[\frac Ek\left(\frac1{650\ {\rm K}}-\frac1{1273\ {\rm K}}\right)\right]. \tag{26}
\]

The exponent is 21.8, so \(D=1.4\times10^{-11}\) cm²/s. In 3600 s the rms displacement along one axis is \(\sqrt{2Dt}=3.2\) μm.

## Size of the neglected effects

**Stress and optical analysis.** At 650 K, \(kT=56.0\) meV. For an illustrative \(\Delta=10\) meV, (23) gives \(n_1/N=0.218\) instead of 0.250. With the stress left on and the saddle energies fixed as in (22), the relaxation rate is 1.147 times the stress-free rate, so (14) would overestimate the stress-free \(D\) by 15%. The size and even the sign of this correction depend on the saddles. If those next to bond 1 rise by \(g\Delta\), hops out of bond 1 have rate \(we^{(1-g)x}\) and hops into it have rate \(we^{-gx}\). The relaxation rate becomes \(w(6e^{(1-g)x}+2e^{-gx})\), which is 1.049 times the stress-free rate for \(g=1/2\) and 0.959 times for \(g=1\).

Suppose instead that this alignment is frozen in and then relaxes without stress. The ratio \(\alpha_\parallel/\alpha_\perp\) starts at 0.877. From (13),

\[
\frac{\alpha_\parallel}{\alpha_\perp}-1
=\frac{4\delta/N}{1-(4/3)\delta/N}. \tag{27}
\]

The denominator changes as \(\delta\) decays, so this quantity is not a pure exponential. Readings at \(t=0\) and \(t=\tau\) would give an apparent time 1.027 times \(\tau\). Using the absorption difference avoids this error.

**Temperature and energy.** Raising the temperature from 650 to 652 K multiplies \(D\) by 1.147. If the sample is really at 652 K but is recorded at 650 K, the assigned \(D\) is therefore 15% too high. With \(D(650\ {\rm K})\) held fixed, adding 0.02 eV to \(E\) multiplies the extrapolated \(D\) by 1.19.

**Tunnelling.** Let \(\epsilon\) be the energy relative to the barrier top, divided by \(kT\). For a parabolic barrier of angular frequency \(\omega\), the transmission probability is \(1/(1+e^{-b\epsilon})\), with \(b=2\pi kT/\hbar\omega\). Averaging it over thermal energies and substituting \(y=e^{-b\epsilon}\) gives the factor by which tunnelling changes the classical rate:

\[
\kappa=\int_{-\infty}^{\infty}\frac{e^{-\epsilon}\,d\epsilon}{1+e^{-b\epsilon}}
=\frac1b\int_0^\infty\frac{y^{1/b-1}}{1+y}\,dy
=\frac{\pi/b}{\sin(\pi/b)},\qquad b>1. \tag{28}
\]

For a rough barrier wavenumber of 600 cm⁻¹, \(\kappa=1.077\) at 650 K and 1.019 at 1273 K. Tunnelling changes \(w\), hence \(D\) and \(1/\tau\) by the same factor, and leaves (14) intact. If 2.50 eV is the classical barrier energy, tunnelling alone multiplies the extrapolated \(D\) by \(1.019/1.077=0.946\). The quantisation of the other vibrational motion, left out here, can change \(D\) by a similar or larger amount.

**Other oxygen atoms.** At a rough concentration \(c=10^{18}\) cm⁻³, the share of occupied bond centres is \(ca^3/16=1.0\times10^{-5}\), since a cubic cell contains 16 bonds. For random placement, the chance of another oxygen atom within \(R=1\) nm is \(1-\exp(-4\pi R^3c/3)=0.0042\). As far as other oxygen atoms are concerned, isolated hops are then a good description of the dichroism decay, which lasts less than one hop on average, provided that earlier heating has not gathered the oxygen into clusters. This estimate does not cover long-range transport. In the hour at 1273 K an atom makes \(6wt=48Dt/a^2\approx8\times10^8\) hops, with one bond centre in \(10^5\) occupied, so it meets other oxygen atoms many times. If these encounters form pairs or clusters, the transport can depart from the diffusivity of the isolated atom. Other impurities need separate attention: hydrogen, for example, can speed up the hops.

## Use for real silicon

The chosen concentration and migration energy are in the usual range for oxygen-rich silicon wafers, and the extrapolated \(D\) has the right order of magnitude for 1273 K. The assumption that oxygen stays untrapped can fail in device processing, because oxygen can collect in precipitates. As a simple estimate, let a constant fraction \(\theta\) be immobile, in rapid local exchange with the mobile part. The flux is then \(-D\nabla[(1-\theta)c]\), and the effective diffusivity is \((1-\theta)D\). For \(\theta=0.5\), the 3.2 μm displacement falls to 2.3 μm. Growing precipitates remove oxygen continuously and need a reaction term as well. For such a calculation, (14) supplies the diffusivity of the isolated atom at the temperature where \(\tau\) was measured; its value at the process temperature rests on the extrapolation (26).

## Calculated quantities

```
TESTS OF THE COEFFICIENT
a^2/(D tau), hopping matrix      : 64.000
a^2/(D tau), random walk         : 63.93
a^2/(D tau_res), hopping matrix  : 48.000
INPUTS (rough typical or illustrative)
lattice constant a               : 0.543 nm
dichroism time tau               : 1e+04 s
temperature of relaxation        : 650 K
migration energy                 : 2.50 eV
process temperature              : 1273 K
process time                     : 3600 s
RESULTS
hop distance                     : 0.1920 nm
hop rate w to one neighbour      : 1.250e-05 1/s
mean residence time              : 1.333e+04 s
mean number of hops in tau       : 0.750
chance of no hop in tau          : 0.472
rms displacement in tau          : 0.1663 nm
D at relaxation temperature      : 4.607e-21 cm2/s
D at relaxation temperature      : 4.607e-25 m2/s
time for 1 um rms along one axis : 1.085e+12 s
Arrhenius prefactor of D         : 0.111 cm2/s
D at process temperature         : 1.412e-11 cm2/s
one-axis rms length, process     : 3.19 um
NEGLECTED EFFECTS
straight-through fraction f      : 0.05
  factor on D from tau           : 1.211
stress splitting Delta           : 10.0 meV
  kT at relaxation               : 56.01 meV
  initial share of stressed bond : 0.2180
  initial absorption ratio       : 0.8774
  rate with stress on / free rate: 1.147
  apparent tau from ratio / tau  : 1.027
factor on D for 2 K error        : 1.147
factor on process D, +0.02 eV    : 1.191
barrier wavenumber               : 600 1/cm
  tunnelling factor, relaxation  : 1.077
  tunnelling factor, process     : 1.019
  factor on extrapolated D       : 0.946
oxygen concentration             : 1.0e+18 1/cm3
  occupied share of bond centres : 1.00e-05
  chance of neighbour within 1 nm: 4.18e-03
```
